# Hellmann-Feynman and Pulay forces in H2+ with one Gaussian per proton

## The problem

The molecular ion $\mathrm{H_2^+}$ is described with one normalized s Gaussian on each proton. The two functions have the same constant exponent $\alpha=1.4\ \text{Å}^{-2}$, a round model value, and each function stays centred on its proton when the proton moves. The protons are clamped a distance $R=2$ bohr $=1.0584$ Å apart.

Find the Hellmann-Feynman force on one proton and the slope $dE/dR$ of the computed energy. Do they agree, and if they do not, what is the difference?

The algebra uses atomic units. Proton A sits at $z=0$ and proton B at $z=R$; $r_A$ and $r_B$ are the distances of the electron from them. A positive force on B points away from A. The electronic Hamiltonian, without relativistic terms, is

$$H=-\tfrac12\nabla^2-\frac1{r_A}-\frac1{r_B},$$

and the total energy is $E=E_{\rm el}+1/R$. The basis functions are

$$g_A=\left(\frac{2\alpha}{\pi}\right)^{3/4}e^{-\alpha r_A^2},\qquad g_B=\left(\frac{2\alpha}{\pi}\right)^{3/4}e^{-\alpha r_B^2}.$$

## A tempting solution

By symmetry the ground state is

$$\psi=\frac{g_A+g_B}{\sqrt{2(1+S)}},\qquad S=\langle g_A|g_B\rangle .$$

To find its density, let $r_M$ be the distance from the midpoint of the protons. Since $r_A^2+r_B^2=2r_M^2+R^2/2$,

$$g_Ag_B=S\,w(r_M),\qquad S=e^{-\alpha R^2/2},\qquad w(r)=\left(\frac{2\alpha}{\pi}\right)^{3/2}e^{-2\alpha r^2}.$$

The cloud $w$ integrates to one, which is why the prefactor $S$ is the overlap. Also $g_A^2=w(r_A)$ and $g_B^2=w(r_B)$, so

$$|\psi|^2=\frac{w(r_A)+w(r_B)+2S\,w(r_M)}{2(1+S)}. \tag{1}$$

The force that such a cloud exerts on a proton at distance $d$ from its centre follows from Gauss's law: only the part of the cloud inside radius $d$ counts. Integration by parts gives that part as

$$\int_0^d4\pi r^2w(r)\,dr=\operatorname{erf}(\sqrt{2\alpha}\,d)-2\sqrt{\frac{2\alpha}{\pi}}\,d\,e^{-2\alpha d^2}.$$

Dividing by $d^2$ gives the size of the attraction,

$$f(d)=\frac{\operatorname{erf}(\sqrt{2\alpha}\,d)}{d^2}-2\sqrt{\frac{2\alpha}{\pi}}\,\frac{e^{-2\alpha d^2}}{d}. \tag{2}$$

The cloud centred on A pulls B with strength $f(R)$, and the midpoint cloud with $f(R/2)$. The cloud centred on B exerts no force on B, by symmetry. With the repulsion of the protons, the Hellmann-Feynman force is

$$F_{\rm HF}=\frac1{R^2}-\frac{f(R)+2S f(R/2)}{2(1+S)}. \tag{3}$$

At the given separation $\alpha R^2=1.568$ and $S=0.4565$. The repulsion is $12.856$ eV/Å, and equation (2) gives $f(R)=11.582$ eV/Å and $f(R/2)=17.143$ eV/Å. The electronic pull is

$$\frac{11.582+2(0.4565)(17.143)}{2(1.4565)}=9.349\ \text{eV/Å},$$

so that $F_{\rm HF}=12.856-9.349=3.507$ eV/Å.

The tempting step comes next. The energy is variational, so the change of the wavefunction does not matter to first order. Therefore $dE/dR=-F_{\rm HF}=-3.507$ eV/Å, and the difference asked for is zero.

The force (3) is correct for this density. The value of the slope is not.

## Where the argument fails

Three things can change when B is displaced: the position $X$ of the proton, the centre $b$ of the function $g_B$, and the coefficients $c$ of the two functions. The computed curve has $X=b=R$, so the chain rule gives

$$\frac{dE}{dR}=\frac{\partial E}{\partial X}+\frac{\partial E}{\partial b}+\sum_i\frac{\partial E}{\partial c_i}\frac{dc_i}{dR}. \tag{4}$$

The last sum vanishes, because the coefficients make the energy stationary. The first term is $-F_{\rm HF}$: with the wavefunction held still, only the Coulomb energy of proton B changes.

The second term has no reason to vanish. The energy was made stationary in the coefficients, but the centre $b$ was prescribed, not optimized. The tempting argument treats every change of the wavefunction as if it were a change of coefficients. The omitted contribution to the force,

$$F_{\rm P}=-\frac{\partial E}{\partial b}, \tag{5}$$

is the Pulay term, and equation (4) becomes

$$-\frac{dE}{dR}=F_{\rm HF}+F_{\rm P}. \tag{6}$$

The minus sign on the left matters: a slope must be turned into a force before the two quantities are subtracted.

## The energy and its slope

The slope is now computed from the energy itself, without using equation (6).

The electrostatic potential of a unit cloud is

$$\varphi(d)=\frac{\operatorname{erf}(\sqrt{2\alpha}\,d)}d,\qquad \varphi'(d)=-f(d),\qquad \varphi(0)=2\sqrt{\frac{2\alpha}{\pi}}.$$

Differentiating the quotient reproduces equation (2) with a minus sign, and $\varphi$ vanishes at infinity, as it should.

For the kinetic energy, two derivatives of the Gaussian give

$$-\tfrac12\nabla^2g_B=(3\alpha-2\alpha^2r_B^2)g_B.$$

In the cloud $w$, each Cartesian coordinate has mean square $1/(4\alpha)$, so the mean square radius is $3/(4\alpha)$. The diagonal kinetic energy is therefore $3\alpha-2\alpha^2\cdot3/(4\alpha)=3\alpha/2$. For the off-diagonal element the cloud is centred at the midpoint, a distance $R/2$ from B. The mean of $r_B^2$ is then $3/(4\alpha)+R^2/4$, and

$$T_{AB}=S\left[3\alpha-\frac{3\alpha}2-\frac{\alpha^2R^2}2\right]=\frac{\alpha}{2}(3-\alpha R^2)S.$$

The attraction of the overlap cloud to either proton is $U=-S\varphi(R/2)$. Hence

$$H_{AA}=\frac{3\alpha}2-\varphi(0)-\varphi(R),\qquad H_{AB}=T_{AB}+2U. \tag{7}$$

Since $H_{BB}=H_{AA}$, the even combination has energy

$$E_{\rm el}=\frac{H_{AA}+H_{AB}}{1+S}. \tag{8}$$

The odd combination has $(H_{AA}-H_{AB})/(1-S)$. Cross-multiplying shows that the even state is lower if $H_{AB}<S H_{AA}$.

The numbers are $H_{AA}=-24.626$ eV, $T_{AB}=3.487$ eV and $U=-9.808$ eV. Thus $H_{AB}=3.487-19.617=-16.130$ eV. This is below $S H_{AA}=-11.24$ eV, so the even state is indeed the ground state of this basis. Equation (8) gives $E_{\rm el}=-27.98$ eV, and adding the proton repulsion of $13.61$ eV gives $E=-14.38$ eV.

The quotient rule applied to equation (8) gives

$$\frac{dE_{\rm el}}{dR}=\frac{H_{AA}'+H_{AB}'}{1+S}-\frac{(H_{AA}+H_{AB})S'}{(1+S)^2}
=\frac{H_{AA}'+H_{AB}'-E_{\rm el}S'}{1+S}.$$

From equation (7), $H_{AA}'=-\varphi'(R)=f(R)$. The other derivatives are

$$S'=-\alpha RS,\qquad T_{AB}'=\frac{\alpha}{2}(3-\alpha R^2)S'-\alpha^2RS,$$

$$U'=-S'\varphi(R/2)+\tfrac12Sf(R/2). \tag{9}$$

The factor $\tfrac12$ arises because the midpoint moves half as far as B. Including the derivative of $1/R$,

$$-\frac{dE}{dR}=\frac1{R^2}-\frac{f(R)+T_{AB}'+2U'-E_{\rm el}S'}{1+S}. \tag{10}$$

The four terms in the numerator are, in order, $11.582$, $-12.383$, $36.892$ and $-18.928$ eV/Å. The last follows from $S'=-0.6765\ \text{Å}^{-1}$. Their sum is $17.163$ eV/Å, and

$$-\frac{dE}{dR}=12.856-\frac{17.163}{1.4565}=1.072\ \text{eV/Å}.$$

The slope is therefore $dE/dR=-1.072$ eV/Å, not $-3.507$ eV/Å. Both forces push B outward, but the Hellmann-Feynman force is $3.27$ times the force given by the energy.

## The difference, computed as a Pulay term

Subtracting the two forces gives

$$1.072-3.507=-2.435\ \text{eV/Å}.$$

To identify this number, the derivative in equation (5) must be evaluated separately, with both protons held still.

For real functions the electronic energy is $\langle\psi|H|\psi\rangle/\langle\psi|\psi\rangle$. Its derivative with respect to $b$, at fixed coefficients and starting from a normalized $\psi$, is

$$\frac{\partial E}{\partial b}=2\langle\partial_b\psi|H|\psi\rangle-2E_{\rm el}\langle\partial_b\psi|\psi\rangle
=2\langle\partial_b\psi|H-E_{\rm el}|\psi\rangle .$$

The second term comes from the denominator. Only $g_B$ depends on $b$, and its coefficient is $1/\sqrt{2(1+S)}$. The same factor occurs in $\psi$ on the right, so

$$F_{\rm P}=-\frac{\langle\partial_bg_B|H-E_{\rm el}|g_A+g_B\rangle}{1+S},\qquad
\partial_bg_B=2\alpha(z-R)g_B. \tag{11}$$

The derivative is a p-type function: positive on one side of B and negative on the other. It does not belong to the basis of two s functions. If it did, equation (11) would vanish, because the variational equations make $(H-E_{\rm el})\psi$ orthogonal to every basis function.

The matrix elements follow from integrals already known.

- **Overlap.** $\langle\partial_bg_B|g_B\rangle=0$ because the integrand is odd about B. With $g_A$ the result is $S'$.
- **Kinetic energy.** The element with $g_B$ again vanishes by parity. With $g_A$ it is $T_{AB}'$.
- **Attraction to A, with $g_B$.** Moving $b$ changes both factors of $g_B^2$, so one factor contributes half the derivative: $\tfrac12\,d[-\varphi(R)]/dR=\tfrac12f(R)$.
- **Attraction to B, with $g_B$.** This vanishes by parity.
- **Attraction to A, with $g_A$.** Proton A is at rest and the midpoint lies $b/2$ away from it. The derivative of $-S(b)\varphi(b/2)$ at $b=R$ is $U'$.
- **Attraction to B, with $g_A$.** Proton B remains at $R$ while the midpoint moves towards it. The energy is $-S(b)\varphi(R-b/2)$, whose derivative at $b=R$ is $-S'\varphi(R/2)-\tfrac12Sf(R/2)$. By equation (9) this is $U'-Sf(R/2)$.

Adding these terms and subtracting $E_{\rm el}S'$ gives

$$F_{\rm P}=-\frac{\tfrac12f(R)+T_{AB}'+2U'-Sf(R/2)-E_{\rm el}S'}{1+S}. \tag{12}$$

With numbers,

$$F_{\rm P}=-\frac{5.791-12.383+36.892-7.826-18.928}{1.4565}=-2.435\ \text{eV/Å}.$$

This is the difference found above. The agreement is algebraic as well: subtracting equation (3) from equation (10) cancels $1/R^2$ and leaves

$$-\frac{f(R)+T_{AB}'+2U'-E_{\rm el}S'}{1+S}+\frac{\tfrac12f(R)+Sf(R/2)}{1+S},$$

which is equation (12). The answer to the problem is:

| Quantity | eV/Å | hartree/bohr |
|---|---:|---:|
| $F_{\rm HF}$ | $3.507$ | $0.06819$ |
| $-dE/dR$ | $1.072$ | $0.02084$ |
| $F_{\rm P}$ | $-2.435$ | $-0.04735$ |

## What the term means

The Pulay term is not an additional physical interaction between the particles. It records how the variational energy changes when the region described by the basis is shifted. Here its negative sign means that, with the protons held at rest, the energy would fall if $g_B$ moved a little towards A. The electron would gain from a density displaced into the bond, but an s function tied to B cannot provide that displacement.

This has a direct consequence for structure optimization. The slope (10) vanishes at $R=1.128$ Å, the minimum of this energy curve. There $F_{\rm HF}=2.557$ eV/Å, balanced by a Pulay term of equal size and opposite sign. An optimizer that used the Hellmann-Feynman force alone would push the protons apart at the energy minimum.

It would find no other resting point either. By Gauss's law only the part of the spherical cloud $w$ inside radius $d$ attracts, and that part is less than one, so $f(d)<1/d^2$. Inserting this bound into equation (3) gives

$$F_{\rm HF}>\frac1{R^2}\left[1-\frac{1+8S}{2(1+S)}\right]=\frac{1-6S}{2(1+S)R^2}.$$

The force is thus repulsive wherever $S<1/6$, which includes all separations beyond $2.65$ Å. A numerical scan of equation (3) from $0.053$ to $2.65$ Å also gave a repulsive force at every point. At still smaller $R$ the proton repulsion diverges while the electronic pull tends to zero.

The limit of large $R$ shows the defect most simply. The overlap vanishes and $f(R)\to1/R^2$, so equation (3) gives $F_{\rm HF}\to1/(2R^2)$. Half an electron screens half of proton A, while the undistorted half-cloud on B exerts no force on B. The energy, however, becomes flat: the term $-1/R$ in $H_{AA}$ cancels the proton repulsion. Equation (6) then requires $F_{\rm P}\to-1/(2R^2)$. For an exact wavefunction, a slight distortion of the cloud around B would supply the missing attraction as a real electrostatic force. The spherical basis function cannot distort.

## When the term vanishes

Equation (5) shows two ways to remove the term without improving the description of the electron everywhere. If the basis functions stay fixed in space while the protons move, there is no derivative with respect to $b$. If their centres are optimized along with the coefficients, $\partial E/\partial b=0$. In either case the Hellmann-Feynman force agrees with the slope of the corresponding energy curve, which need not be accurate.

The exponent was constant here. Optimizing it at each $R$ would add no term, because the energy would be stationary in $\alpha$, but the term from the prescribed centres would in general remain. An exponent that changed with $R$ by some other rule would add a further contribution.

The third way is a basis flexible enough to represent the derivatives of its important functions. To show this, the same one-electron problem was diagonalized at $R=1.0584$ Å with seven s, seven p and four spherical (five-component) d shells on each proton. The s and p exponents were $0.1\times3^k\ \text{bohr}^{-2}$ with $k=0,\ldots,6$, and the d exponents were the first four of these. Central differences of the lowest energy, with steps of $0.0003$ bohr, gave the forces: the proton and its functions were moved together for $-dE/dR$, the proton alone for $F_{\rm HF}$, and the functions alone for $F_{\rm P}$.

The energy fell from $-14.38$ to $-16.40$ eV, and the Pulay term shrank in size from $2.435$ to $0.0023$ eV/Å. Every s function now has a p partner of the same exponent, so the derivatives of the s functions lie inside the basis and contribute nothing. The derivatives of the p and d functions are not all contained in it, and a small term survives.

Small does not mean negligible in every use. In the larger basis $-dE/dR=-0.0138$ eV/Å and $F_{\rm HF}=-0.0115$ eV/Å, so the remaining Pulay term is still about one sixth of the energy force. The ratio is this large because $R$ lies close to the minimum, where the force itself is small. The effect on the geometry is slight in this basis: the energy minimum lies at $1.0570$ Å and $F_{\rm HF}$ vanishes at $1.0572$ Å. These small numbers belong to this basis. With six-component Cartesian d shells the Pulay term is $-0.0014$ eV/Å, about one tenth of the energy force. The exact nonrelativistic clamped-proton solution has $-dE/dR=-0.0148$ eV/Å at this separation, $0.001$ eV/Å away from the value in this basis, and its minimum lies at $1.0569$ Å.

The change in the energy force, from $1.072$ to $-0.0138$ eV/Å, carries a separate warning. Adding the Pulay term to the one-Gaussian calculation gives the correct derivative of the one-Gaussian energy. It does not repair that energy. Most of the error comes from the radial shape of a single Gaussian with a prescribed exponent: the seven s shells alone, without p or d shells, already give $-16.07$ eV and $-dE/dR=-0.054$ eV/Å, whereas one p shell of the same exponent added to the single Gaussian gives only $-14.58$ eV and $1.14$ eV/Å.
